# Exact Hartree-exchange-correlation potential of a single orbital at finite temperature: verification in Python

```python
# Hubbard atom H = v N + U n_up n_dn (v measured from mu), temperature T (k_B = 1).
# d = n - 1, gamma = exp(-U/T), R = sqrt(d^2 + gamma (1 - d^2)), x = exp(-v/T).
# Result under test: x = (d+R)/(gamma(1-d)), Kohn-Sham level v_s = -2T atanh d, and
#   v_Hxc = v_s - v = U + T ln[(d+R)/(1+d)]
#         = U/2 + T[asinh(d/sqrt(gamma(1-d^2))) - atanh d]  ->  U theta(d), T -> 0, U > 0.
# Independent road: Fock-space thermal traces, bisection for v(n) and v_s(n), and
# direct minimisation of Mermin's functional F(n) = min [U <n_up n_dn> - T S].
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar
from scipy.special import xlogy

mp.dps = 50
a2 = np.array([[0, 1], [0, 0]])
c_up = np.kron(a2, np.eye(2, dtype=int))
c_dn = np.kron(np.diag([1, -1]), a2)
assert not (c_up @ c_dn + c_dn @ c_up).any()
assert not (c_up @ c_dn.T + c_dn.T @ c_up).any()
N_op = c_up.T @ c_up + c_dn.T @ c_dn
D_op = c_up.T @ c_up @ c_dn.T @ c_dn
for op in (N_op, D_op):
    assert not (op - np.diag(np.diag(op))).any()
Nval = [int(k) for k in np.diag(N_op)]
Dval = [int(k) for k in np.diag(D_op)]

def weights(v, U, T):
    return [mp.exp(-(v * N + U * D) / T) for N, D in zip(Nval, Dval)]

def d_trace(v, U, T):
    w = weights(v, U, T)
    return sum(p * (N - 1) for p, N in zip(w, Nval)) / sum(w)

def v_bisect(d, U, T):
    lo = -abs(U) - 100 * T
    hi = -lo
    for _ in range(170):
        mid = (lo + hi) / 2
        if d_trace(mid, U, T) > d:
            lo = mid
        else:
            hi = mid
    return (lo + hi) / 2

def vhxc_num(d, U, T):
    return v_bisect(d, mpf(0), T) - v_bisect(d, U, T)

def R_of(d, U, T):
    return mp.sqrt(d**2 + mp.exp(-U / T) * (1 - d**2))

def vhxc_log(d, U, T):
    return U + T * mp.log((d + R_of(d, U, T)) / (1 + d))

def vhxc_asinh(d, U, T):
    return U / 2 + T * (mp.asinh(d / mp.sqrt(mp.exp(-U / T) * (1 - d**2))) - mp.atanh(d))

def d_at_level(w, U, T):
    a, g = mp.exp((w - U) / T), mp.exp(-U / T)
    return (a**2 - g) / (2 * a - a**2 - g)

one, tight = mpf(1), mpf('1e-25')
# symbolic: the root reproduces n through the partition function
ds, gs, Rs = sp.symbols('d g R')
xs = (ds + Rs) / (gs * (1 - ds))
num, _ = sp.fraction(sp.together((2*xs + 2*gs*xs**2) / (1 + 2*xs + gs*xs**2) - 1 - ds))
assert sp.simplify(sp.rem(sp.expand(num), Rs**2 - ds**2 - gs * (1 - ds**2), Rs)) == 0

# d(v), response = -variance/T, plateau bound
for T in (mpf('0.5'), mpf('0.05')):
    for v in (mpf('-1.3'), mpf('-0.8'), mpf('-0.2'), mpf('0.4')):
        y, d = v + one / 2, d_trace(v, one, T)
        assert abs(d + mp.sinh(y / T) / (mp.cosh(y / T) + mp.exp(1 / (2 * T)))) < tight
        w = weights(v, one, T)
        var = sum(p * (N - 1 - d)**2 for p, N in zip(w, Nval)) / sum(w)
        assert abs(mp.diff(lambda u: d_trace(u, one, T), v) + var / T) < tight
        assert abs(d) < mp.exp((abs(y) - one / 2) / T) / 2

# inversion, both closed forms, Kohn-Sham level, bounds on v_Hxc and F
dlist = [mpf(s) for s in ('-0.9', '-0.3', '-1e-3', '0', '1e-6', '0.3', '0.99')]
for U, T in ((one, mpf(2)), (one, mpf('0.2')), (one, mpf('0.025')), (-one, mpf('0.1'))):
    for d in dlist:
        v, vs = v_bisect(d, U, T), v_bisect(d, mpf(0), T)
        x = (d + R_of(d, U, T)) / (mp.exp(-U / T) * (1 - d))
        assert abs(v + T * mp.log(x)) < tight
        assert abs(vs + 2 * T * mp.atanh(d)) < tight
        assert abs(vs - v - vhxc_log(d, U, T)) < tight
        assert abs(vs - v - vhxc_asinh(d, U, T)) < tight
        if U > 0:
            F = -T * mp.log(sum(weights(v, U, T))) - v * (1 + d)
            assert U * max(0, d) - T * mp.log(4) <= F <= U * max(0, d)
            assert 0 < vs - v < U
        else:
            bound = T * mp.exp(U / (2 * T)) * abs(d) / mp.sqrt(1 - d**2)
            assert abs(vs - v - U / 2 + T * mp.atanh(d)) <= bound + tight
    assert abs(vhxc_num(mpf('0.3'), U, T) + vhxc_num(mpf('-0.3'), U, T) - U) < tight

# kernel, end points, low-temperature remainder, position of the 1/4 and 3/4 levels
for T in (mpf('0.3'), mpf('0.1'), mpf('0.025')):
    g = mp.exp(-1 / T)
    h = mpf('1e-10') * mp.sqrt(g)
    for d in (mpf(0), mpf('-0.4')):
        slope = (vhxc_num(d + h, one, T) - vhxc_num(d - h, one, T)) / (2 * h)
        R = R_of(d, one, T)
        assert abs(slope / (T * (1 - g) / (R * (1 + R))) - 1) < 1e-12
        if d == 0:
            assert abs(slope / (T * (mp.exp(1 / (2 * T)) - 1)) - 1) < 1e-12
    edge = 1 - mpf('1e-8')
    assert abs(vhxc_num(-edge, one, T)) < 1e-7 * T
    assert abs(vhxc_num(edge, one, T) - 1) < 1e-7 * T
    for d in (mpf('0.05'), mpf('0.6')):
        eta = g * (1 - d**2) / d**2
        r = vhxc_num(d, one, T) - (1 - T * mp.log((1 + d) / (2 * d)))
        assert 0 <= r <= T * eta / 4
        assert abs(r - T * mp.log((1 + mp.sqrt(1 + eta)) / 2)) < 1e-35
    for w in (mpf('0.25'), mpf('0.75')):
        assert abs(vhxc_num(d_at_level(w, one, T), one, T) - w) < tight
assert abs(d_at_level(mpf('0.75'), one, mpf('0.025')) / (mp.exp(-10) / 2) - 1) < 1e-4
# below n = 1 at low T the three-state ensemble fixes x = n/(2(1-n))
xlow = mp.exp(-v_bisect(mpf('-0.4'), one, mpf('0.025')) / mpf('0.025'))
assert abs(xlow / (mpf('0.6') / (2 * mpf('0.4'))) - 1) < 1e-15
# high temperature: the relative correction is of order U/T = 1e-3
for d in (mpf('-0.7'), mpf('0.2')):
    T = mpf(1000)
    ratio = (vhxc_num(d, one, T) - (1 + d) / 2) / (d * (1 - d**2) / (8 * T))
    assert abs(ratio - 1) < 1e-3

def F_mermin(n, U, T):
    def at_double(p2):
        def at_share(s):
            p = np.array([1 - n + p2, s * (n - 2*p2), (1 - s) * (n - 2*p2), p2])
            return U * p2 + T * xlogy(p, p).sum()
        return minimize_scalar(at_share, bounds=(0, 1), method='bounded',
                               options={'xatol': 1e-11}).fun
    return minimize_scalar(at_double, bounds=(max(0, n - 1), n / 2), method='bounded',
                           options={'xatol': 1e-11}).fun

for n in (0.6, 1.0, 1.3):
    T, h = 0.2, 1e-4   # central difference: truncation error of order h^2
    Fh = [F_mermin(m, 1.0, T) - F_mermin(m, 0.0, T) for m in (n - h, n + h)]
    assert abs((Fh[1] - Fh[0]) / (2*h) - float(vhxc_log(mpf(n) - 1, one, mpf(T)))) < 1e-6
    v = v_bisect(mpf(n) - 1, one, mpf(T))
    legendre = -T * mp.log(sum(weights(v, one, mpf(T)))) - v * n
    assert abs(F_mermin(n, 1.0, T) - float(legendre)) < 1e-10

# worked example
def show(label, val, unit='', k=6):
    print(f"{label} = {mp.nstr(mpf(val), k)} {unit}".rstrip())

kB = mpf(physical_constants['Boltzmann constant in eV/K'][0])
U, TK = one, 300
T = kB * TK
g = mp.exp(-U / T)
show("U", U, "eV"); show("temperature", TK, "K"); show("k_B", kB, "eV/K", 7)
show("k_B T", T, "eV"); show("U/(k_B T)", U / T); show("gamma", g)
d = mpf('-0.1')
R = R_of(d, U, T)
x, x_s = (d + R) / (g * (1 - d)), (1 + d) / (1 - d)
print("(a) n = 0.9, d = -0.1")
show("R", R); show("d + R", d + R); show("x", x); show("x_s", x_s); show("x/x_s", x / x_s)
show("v", -T * mp.log(x), "eV"); show("v_s", -T * mp.log(x_s), "eV")
show("v_Hxc(0.9) formula", vhxc_log(d, U, T), "eV")
show("v_Hxc(0.9) bisection", vhxc_num(d, U, T), "eV")
show("ln[(1+|d|)/(2|d|)]", mp.log((1 - d) / (-2 * d)))
show("remainder bound T eta/4", T * g * (1 - d**2) / (4 * d**2), "eV", 3)
show("v(1.1)", v_bisect(-d, U, T), "eV"); show("v_s(1.1)", v_bisect(-d, mpf(0), T), "eV")
show("v_Hxc(1.1)", vhxc_num(-d, U, T), "eV")
v = mpf('-0.2')
dp = d_trace(v, U, T)
assert abs(vhxc_asinh(dp, U, T) + 2 * T * mp.atanh(dp) + v) < tight
print("(b) plateau point")
show("v", v, "eV"); show("y = v + U/2", v + U / 2, "eV"); show("n - 1", dp)
show("plateau bound on |n-1|", mp.exp((abs(v + U / 2) - U / 2) / T) / 2)
show("v_s", -2 * T * mp.atanh(dp), "eV"); show("v_Hxc", vhxc_asinh(dp, U, T), "eV", 8)
print("(c) shape at n = 1")
show("v_Hxc(1)", vhxc_num(mpf(0), U, T), "eV")
show("slope T(exp(U/2T)-1)", T * (mp.exp(U / (2 * T)) - 1), "eV per electron")
show("core scale exp(-U/2T)", mp.sqrt(g))
show("d_3/4 exact", d_at_level(3 * U / 4, U, T))
show("d_3/4 estimate exp(-U/4T)/2", mp.exp(-U / (4 * T)) / 2)
E = {k: min(v * N + U * D for N, D in zip(Nval, Dval) if N == k) for k in (0, 1, 2)}
gap = E[2] + E[0] - 2 * E[1]
show("E(2)+E(0)-2E(1)", gap, "eV")
print("(d) T/K, U/kT, rise v_Hxc(1.1)-v_Hxc(0.9) in eV, U-2kT ln5.5 in eV, d_3/4")
previous = 0
for TK in (3000, 1000, 300, 100, 30):
    T = kB * TK
    up, down = vhxc_num(-d, U, T), vhxc_num(d, U, T)
    cap = T * mp.log((1 - d) / (-2 * d))
    assert abs(up - vhxc_asinh(-d, U, T)) < tight and abs(down - vhxc_asinh(d, U, T)) < tight
    assert gap - up <= cap + tight and down <= cap + tight and up - down > previous
    previous = up - down
    print(TK, mp.nstr(U / T, 5), mp.nstr(up - down, 6), mp.nstr(U - 2 * cap, 6),
          mp.nstr(d_at_level(3 * U / 4, U, T), 4))
print("done: every assertion held")
```

Printed output:

```
U = 1.0 eV
temperature = 300.0 K
k_B = 8.617333e-5 eV/K
k_B T = 0.025852 eV
U/(k_B T) = 38.6817
gamma = 1.58759e-17
(a) n = 0.9, d = -0.1
R = 0.1
d + R = 7.85859e-17
x = 4.5
x_s = 0.818182
x/x_s = 5.5
v = -0.0388834 eV
v_s = 0.00518774 eV
v_Hxc(0.9) formula = 0.0440711 eV
v_Hxc(0.9) bisection = 0.0440711 eV
ln[(1+|d|)/(2|d|)] = 1.70475
remainder bound T eta/4 = 1.02e-17 eV
v(1.1) = -0.961117 eV
v_s(1.1) = -0.00518774 eV
v_Hxc(1.1) = 0.955929 eV
(b) plateau point
v = -0.2 eV
y = v + U/2 = 0.3 eV
n - 1 = -0.000218285
plateau bound on |n-1| = 0.000218332
v_s = 1.12862e-5 eV
v_Hxc = 0.20001129 eV
(c) shape at n = 1
v_Hxc(1) = 0.5 eV
slope T(exp(U/2T)-1) = 6.4882e+6 eV per electron
core scale exp(-U/2T) = 3.98446e-9
d_3/4 exact = 3.15623e-5
d_3/4 estimate exp(-U/4T)/2 = 3.15613e-5
E(2)+E(0)-2E(1) = 1.0 eV
(d) T/K, U/kT, rise v_Hxc(1.1)-v_Hxc(0.9) in eV, U-2kT ln5.5 in eV, d_3/4
3000 3.8682 0.283566 0.118577 0.2078
1000 11.605 0.706231 0.706192 0.02817
300 38.682 0.911858 0.911858 3.156e-5
100 116.05 0.970619 0.970619 1.258e-13
30 386.82 0.991186 0.991186 5.021e-43
done: every assertion held
```
